# Epstein drag on a slow sphere: specular and diffuse reflection

A grain of radius 100 nm enters a gas at 10 mTorr with a speed of 1 m/s. If the gas atoms bounce off it as light does off a mirror, gas friction stops it after 23.5 mm. If they leave in random directions from a surface held at 400 K, it stops after 16.2 mm. The gas, the grain and the arriving atoms are the same in both cases, so the difference must come from how the atoms leave.

## Setting

Atomic units are used in the algebra, with $k_B=1$, so that temperature is an energy. The motion is classical and $\hbar$ does not appear. The gas has number density $n$, atomic mass $m$ and temperature $T$. Two thermal speeds are useful:

$$c=\sqrt{T/m},\qquad \bar v=\sqrt{\frac{8T}{\pi m}}=\sqrt{\frac{8}{\pi}}\,c .$$

The mean free path is much longer than the grain radius $a$. Atoms that have left the grain therefore do not disturb those about to arrive, and the incoming gas keeps its Maxwell distribution.

I work in the frame of the grain, which moves through the gas with velocity $\mathbf u$. In this frame the gas drifts with velocity $-\mathbf u$:

$$f(\mathbf v)=\frac{n}{(2\pi c^2)^{3/2}}\exp\!\left(-\frac{|\mathbf v+\mathbf u|^2}{2c^2}\right).$$

Since $|\mathbf v+\mathbf u|^2=v^2+2\mathbf v\cdot\mathbf u+u^2$, first order in $u/c$ gives

$$f\simeq f_0\left(1-\frac{\mathbf v\cdot\mathbf u}{c^2}\right),$$

where $f_0$ is the distribution at $\mathbf u=0$.

## Simple case: a plate moving face-on

Take a thin plate moving along the outward normal $\mathbf N$ of its front face. An atom reaches that face if its inward speed $w=-\mathbf v\cdot\mathbf N$ is positive. Here $\mathbf v\cdot\mathbf u=-wu$, so the correction factor is $1+wu/c^2$.

The integrals needed are

$$I_k=\int_0^\infty \frac{w^k e^{-w^2/2c^2}}{\sqrt{2\pi}\,c}\,dw,\qquad I_1=\frac{c}{\sqrt{2\pi}}=\frac{\bar v}{4},\quad I_2=\frac{c^2}{2},\quad I_3=2c^2I_1=\frac{c^2\bar v}{2}.$$

The number of atoms arriving per unit area and time is

$$J=n\left(I_1+\frac{u}{c^2}I_2\right)=n\left(\frac{\bar v}{4}+\frac u2\right).$$

Each brings normal momentum $-mw\mathbf N$, so the incident momentum flux is

$$-\mathbf N\,nm\left(I_2+\frac{u}{c^2}I_3\right)=-\mathbf N\left(\frac{nT}{2}+\frac{nm\bar v u}{2}\right).$$

**Limit at rest.** For $u=0$ the arriving atoms push with $nT/2$. Specular reflection reverses their normal momentum and doubles the push to $nT$, the ideal-gas pressure.

For the back face, $u$ changes sign and so does the direction of the push. The static pressures cancel and the motional parts add. With specular reflection and area $A$ per face, the drag is

$$F_{\rm plate}^{\rm spec}=2A\,nm\bar v u .$$

Now let the atoms leave diffusely, with the plate at temperature $T_w$. Atoms emitted by such a wall have normal speeds weighted by $x\,e^{-x^2/2c_w^2}$, with $c_w=\sqrt{T_w/m}$. Their mean normal speed is

$$w_e=\frac{\int_0^\infty x^2e^{-x^2/2c_w^2}dx}{\int_0^\infty x\,e^{-x^2/2c_w^2}dx}
=\frac{\sqrt{\pi/2}\,c_w^3}{c_w^2}=\sqrt{\frac{\pi T_w}{2m}},
\qquad \frac{w_e}{\bar v}=\frac{\pi}{4}\sqrt{\frac{T_w}{T}} .$$

In a steady state as many atoms leave each face as arrive. The recoil on a face is $Jmw_e$, and the two faces differ by $nu\,mw_e$. Adding the incident part gives

$$F_{\rm plate}^{\rm diff}=A\,nm\bar v u\left(1+\frac{\pi}{4}\sqrt{\frac{T_w}{T}}\right).$$

At $T_w=T$ the bracket is 1.785, below the specular value of 2. It is 1.907 for a plate at 400 K in gas at 300 K, and it stays below 2 as long as $T_w<(16/\pi^2)\,T=1.62\,T$. In that range a face-on plate feels less drag with diffuse reflection, the opposite of the grain in the opening. The missing ingredient is motion along the surface.

## Generalization: a tilted surface element

Split the velocity as $\mathbf u=u_n\mathbf N+\mathbf u_t$, and write $\mathbf v_t$ for the tangential velocity of an atom. Then

$$-\frac{\mathbf v\cdot\mathbf u}{c^2}=\frac{wu_n}{c^2}-\frac{\mathbf v_t\cdot\mathbf u_t}{c^2}.$$

The last term is odd in $\mathbf v_t$. It drops out of the arrival rate and of the normal momentum, which keep their plate values with $u\to u_n$. It survives in the tangential momentum, where the Maxwell average is $\langle\mathbf v_t(\mathbf v_t\cdot\mathbf u_t)\rangle=c^2\mathbf u_t$:

$$nm\,I_1\left(-\frac{c^2\mathbf u_t}{c^2}\right)=-\frac{nm\bar v}{4}\,\mathbf u_t .$$

This is the arrival rate at rest, $n\bar v/4$, times the mean tangential momentum $-m\mathbf u_t$ per atom. Altogether

$$J=\frac{n\bar v}{4}+\frac{nu_n}{2},\qquad
\mathbf P=-\frac{nT}{2}\mathbf N-nm\bar v\left(\frac{u_n}{2}\mathbf N+\frac{\mathbf u_t}{4}\right).$$

**Limit of edge-on motion.** For $u_n=0$, specular reflection returns the tangential momentum unchanged and there is no drag on the faces. Diffuse reflection sends atoms out with no mean tangential momentum, so the drag $nm\bar vu/4$ per unit area remains. The order of the two laws is reversed relative to the face-on plate, and a sphere has surface elements of both kinds.

## The sphere: what the arriving atoms bring

By symmetry $\int\mathbf N\,dA=0$, so the static pressure cancels. Also by symmetry, $\int N_iN_j\,dA$ is proportional to $\delta_{ij}$, and its trace is the area $4\pi a^2$. Hence

$$\int u_n\mathbf N\,dA=\frac{4\pi a^2}{3}\mathbf u,\qquad
\int\mathbf u_t\,dA=4\pi a^2\mathbf u-\frac{4\pi a^2}{3}\mathbf u=\frac{8\pi a^2}{3}\mathbf u .$$

The arriving momentum gives the force

$$\mathbf F_{\rm in}=-nm\bar v a^2\left(\frac12\cdot\frac{4\pi}{3}+\frac14\cdot\frac{8\pi}{3}\right)\mathbf u=-\frac{4\pi}{3}a^2nm\bar v\,\mathbf u .$$

Pressure and shear contribute equally. I write every drag force below as

$$\mathbf F=-\delta\,\frac{4\pi}{3}a^2nm\bar v\,\mathbf u,$$

so that the arriving atoms alone give $\delta=1$.

## The sphere: how the atoms leave

**Specular.** The normal part doubles, from $1/2$ to $1$, and the shear part falls from $1/2$ to $0$:

$$\delta_{\rm spec}=1 .$$

The total equals that of the arriving atoms, but it is now all pressure.

**Diffuse, accommodated to the wall.** Both incident parts stay, and the departing atoms add a recoil $-Jmw_e\mathbf N$ per unit area. With $T_w$ uniform, the constant part of $J$ cancels over the sphere, and the rest gives

$$-mw_e\frac n2\int u_n\mathbf N\,dA=-\frac{2\pi}{3}a^2nmw_e\,\mathbf u .$$

Divided by the unit of drag this is $w_e/2\bar v$, so

$$\delta_{\rm wall}=1+\frac{\pi}{8}\sqrt{\frac{T_w}{T}} ,$$

which is 1.393 at $T_w=T$. The front of the grain receives more atoms than the back, so more atoms leave from the front, and their recoil pushes the grain backwards.

Two limits support this reading. As $T_w\to0$ the atoms leave with vanishing speed and $\delta\to1$. If the atoms instead spread over the surface and left evenly from all of it, the recoil would be proportional to $\int\mathbf N\,dA=0$, and again $\delta=1$. With a uniform wall temperature, the extra drag is therefore set by how far the departures are weighted towards the front, that is by the integral of the departure rate times $\mathbf N$. Spreading over the surface before departure evens out the arrival pattern and lowers the extra drag from $\pi/8$ towards zero.

If a fraction $\alpha$ of the impacts, independent of velocity, is diffuse and accommodated and the rest specular, the forces add in proportion: $\delta=1+\alpha(\pi/8)\sqrt{T_w/T}$.

**Diffuse, with speed kept.** Random direction does not by itself imply exchange of energy. Let each atom leave with its own speed $|\mathbf v|$, its directions following the cosine law. With $\chi$ the angle from the normal, its mean outgoing normal velocity is

$$|\mathbf v|\,\frac{\int_0^{\pi/2}\cos^2\chi\sin\chi\,d\chi}{\int_0^{\pi/2}\cos\chi\sin\chi\,d\chi}=\frac{1/3}{1/2}|\mathbf v|=\frac23|\mathbf v| .$$

The recoil now needs $K=\int_{w>0}w|\mathbf v|f\,d^3v$. Its first-order part is

$$K_1=\frac{u_n}{c^2}\int_{w>0}w^2|\mathbf v|f_0\,d^3v=\frac{u_n}{c^2}\,\frac n2\,\frac{\langle v^3\rangle}{3}.$$

The factor $1/2$ is for the half space and $1/3$ comes from isotropy. Integration by parts gives $\int_0^\infty v^5e^{-v^2/2c^2}dv=4c^2\int_0^\infty v^3e^{-v^2/2c^2}dv$, hence $\langle v^3\rangle=4c^2\bar v$ and $K_1=\tfrac23n\bar vu_n$. The recoil is $-\tfrac23mK_1\mathbf N=-\tfrac49nm\bar vu_n\mathbf N$. Integrated over the sphere, it gives

$$\delta_{\rm kept}=1+\frac49=\frac{13}{9}\simeq1.444 .$$

This exceeds 1.393 for a reason that can be isolated. For a grain at rest, $K_0=n\langle v^2\rangle/4=3nc^2/4$. The mean outgoing normal speed is then $\tfrac23K_0/(n\bar v/4)=2c^2/\bar v=\pi\bar v/4$, the same as for a wall at $T_w=T$. The excess of departures at the front therefore contributes the same $\pi/8=0.393$. The remaining $4/9-\pi/8=0.052$ arises because atoms striking the front are faster on average, and here they keep that speed.

## A second route, and faster grains

The specular result can be reached without surface stresses. Consider atoms that all have velocity $\mathbf v$ in the grain frame. They strike at the rate $\pi a^2n|\mathbf v|$. An impact at angle $\psi$ from the normal has probability $2\sin\psi\cos\psi\,d\psi=\sin2\psi\,d\psi$ and turns the atom through $\pi-2\psi$. The mean forward component of the outgoing direction is

$$-\int_0^{\pi/2}\cos2\psi\,\sin2\psi\,d\psi=0 .$$

Specularly reflected atoms thus carry away no momentum on average, and at any speed

$$\mathbf F_{\rm spec}=\pi a^2nm\,\langle|\mathbf v|\mathbf v\rangle .$$

Write $\mathbf v=\mathbf q-\mathbf u$, with $\mathbf q$ the thermal velocity. Then $\langle|\mathbf v|\mathbf v\rangle=-\tfrac13\nabla_{\mathbf u}\langle|\mathbf q-\mathbf u|^3\rangle$. For $q>u$, the average over directions of $\mathbf q$ is

$$\frac{(q+u)^5-(q-u)^5}{10qu}=q^3+2qu^2+\frac{u^4}{5q} .$$

Atoms with $q<u$ fill a velocity volume of order $u^3$ and change the average by order $u^6$, which is dropped. Taking the gradient,

$$\langle|\mathbf v|\mathbf v\rangle\simeq-\frac43\bar v\,\mathbf u\left(1+\frac{u^2\langle1/q\rangle}{5\bar v}\right).$$

With $\langle1/q\rangle=\sqrt{2/\pi}/c$ and $\bar v=2\sqrt{2/\pi}\,c$, the bracket becomes

$$1+\frac{u^2}{10c^2}=1+\frac{s^2}{5},\qquad s^2=\frac{mu^2}{2T}.$$

The leading term is the $\delta=1$ force found from the stresses. In the opposite limit, $u\gg c$, we have $\mathbf v\simeq-\mathbf u$, and the drag becomes $\pi a^2nmu^2$, quadratic in speed.

The accommodated recoil behaves differently. The mean normal at the point of impact is $-\tfrac23\mathbf v/|\mathbf v|$, since $\int_0^{\pi/2}\cos\psi\sin2\psi\,d\psi=2/3$. The recoil force is therefore

$$\pi a^2n\left\langle|\mathbf v|\,\frac23mw_e\frac{\mathbf v}{|\mathbf v|}\right\rangle=-\frac{2\pi}{3}a^2nmw_e\,\mathbf u .$$

At fixed $T_w$ it is linear in $u$ at any speed, because the factors $|\mathbf v|$ cancel.

## From force to stopping distance

A grain of mass density $\rho$ has mass $M=\tfrac{4\pi}{3}a^3\rho$. Dividing the drag by $Mu$ gives the damping rate

$$\gamma=\delta\,\frac{nm\bar v}{a\rho}=\delta\,\frac{8p}{\pi a\rho\bar v},$$

where the second form uses $p=nT$ and $m/T=8/(\pi\bar v^2)$. With drag alone, $\dot u=-\gamma u$, the speed decays exponentially and the distance covered is $u_0/\gamma$.

The example has round parameters: gas mass 40 u, 10 mTorr, 300 K, $a=100$ nm, $\rho=2.0$ g/cm³ and $u_0=1$ m/s. They give $n=3.219\times10^{14}$ cm⁻³ and $\bar v=398.5$ m/s. For specular reflection, in centimetres, grams and seconds,

$$\gamma=\frac{(3.219\times10^{14})(40\times1.6605\times10^{-24})(3.985\times10^{4})}{(10^{-5})(2.0)}=42.6\ \text{s}^{-1}.$$

The other laws multiply this rate by $\delta$:

| Reflection | $\delta$ | $\gamma$ (1/s) | Distance (mm) |
|---|---|---|---|
| specular | 1 | 42.6 | 23.5 |
| diffuse, wall 300 K | 1.393 | 59.3 | 16.9 |
| diffuse, wall 400 K | 1.453 | 61.9 | 16.2 |
| diffuse, speed kept | 1.444 | 61.5 | 16.3 |

The initial drag is 2.23 μeV/nm ($3.57\times10^{-16}$ N) for specular reflection and 3.24 μeV/nm ($5.19\times10^{-16}$ N) for the wall at 400 K.

The last two rows differ by less than 1%, but only because of the chosen wall temperature. The two laws give equal drag when $(\pi/8)\sqrt{T_w/T}=4/9$, that is at $T_w=1.28\,T$, or 384 K here. With the wall at 300 K they differ by about 4%. Confusing either with specular reflection matters more. Since $\gamma\propto\delta/a$, someone who measures 61.9 s⁻¹, knows $\rho$ and assumes specular reflection infers a radius of $100/1.453=68.8$ nm instead of 100 nm.

## Where the model stands for these numbers

Several neglected effects are small here. For atoms of diameter $d=0.35$ nm the mean free path $1/(\sqrt2\,n\pi d^2)$ is 5.7 mm, or $5.7\times10^4$ grain radii. The finite-speed correction $s^2/5$ is $1.6\times10^{-6}$. Emitted atoms carry a mean energy $2T_w$, so the gas exchanges heat with the surface at $2k_Bn\bar v/4$ per kelvin and unit area. Multiplied by $a/\kappa$, with a thermal conductivity $\kappa=1$ W/(m K), this gives about $10^{-7}$, and conduction evens out temperature differences caused by the gas. The grain's own thermal speed, $\sqrt{3T/M}$, is 0.04 m/s, so the stopping distance is a mean. Brownian motion scatters single grains about it by 1 to 1.4 mm after five damping times, and by more later, which exceeds the differences among the three diffuse rows.

The parameters lie in the rough regime of a magnetron sputtering chamber in which dust grows: pressures of some mTorr and grains of tens to hundreds of nanometres. One assumption that such a chamber breaks strongly is that gas drag acts alone. At a rough potential of $-7$ V the grain holds about 490 excess electrons, from the capacitance of an isolated sphere. An electric field of only 0.046 V/cm then matches the specular drag at 1 m/s, and gravity amounts to 23% of it. The distances in the table thus describe gas friction alone, as in a field-free afterglow with the motion horizontal and the gas at rest and at uniform temperature. The last condition is strict. The free-molecular thermophoretic force for specular reflection, $(32/15)\,a^2\kappa_g|\nabla T|/\bar v$, with a gas conductivity $\kappa_g\simeq0.019$ W/(m K), matches the specular drag at 1 m/s for a gradient of about 3.6 K/cm. The 400 K row also needs a surface held at that temperature. A grain that starts at 400 K and cools towards the gas temperature while it stops covers a distance between those of the 400 K and 300 K rows. A magnetic field of 50 mT matters little to the grain: its gyrofrequency is 0.011 of the specular damping rate. Gas heated to 400 K at fixed pressure lowers the specular rate to 0.866 of its value, since $\gamma\propto1/\bar v$.

With the discharge on, ions streaming past the grain push it as well. Take cold, singly charged ions of 40 u at density $n_i=10^{10}$ cm⁻³, moving at $v_i=\sqrt{T_e/m}=2690$ m/s with electron temperature $T_e=3$ eV. Let $\Phi$ be the depth of the grain's attraction at its surface, kept at 7 eV to match the potential chosen above. Conservation of energy and angular momentum gives the largest impact parameter for collection, $b_c^2=a^2(1+2\Phi/T_e)$. Ions passing farther out are deflected, each losing the fraction $2b_0^2/(b^2+b_0^2)$ of its forward momentum, with $b_0=a\Phi/T_e$. Integrating up to the electron Debye length $\lambda_D$ gives

$$F_i=n_iT_e\left(\pi b_c^2+4\pi b_0^2L\right),\qquad L=\frac12\ln\frac{\lambda_D^2+b_0^2}{b_c^2+b_0^2}=5.96 .$$

This estimate is 57 times the specular gas drag at 1 m/s. The sharp cutoff is crude: an exponentially screened potential of the same length lowers this and the ion-drag figures below by about 6%. An electric field of about 2.6 V/cm would balance it, so the ion drag and the electric force together, not gas friction, would decide which way such a grain drifts. Damping is another matter. A small grain velocity $u$ across the ion stream tilts the force by $u/v_i$, which yields a friction coefficient $F_i/v_i$, only 2% of that of the gas. Both numbers grow with $\Phi$. If the grain floats in this cold stream, with equal electron and ion densities, the two currents balance at $\Phi=11.7$ eV. The ion drag is then 147 times the gas drag at 1 m/s, and the friction coefficient is 5% of that of the gas. For motion across the stream, within this estimate, the gas still sets the damping rate, and the reflection law still sets $\delta$.

Numerical values quoted here were computed with a short program.
